# Trap profiles from double-correlation transient spectroscopy with two filling pulses

**Q.** You say that two filling pulses of different height give the density of a trap at a chosen depth. But a capacitance is one number for the whole diode. How does it know about depth at all?

**A.** Through Poisson's equation. Take an n-type Schottky diode with the contact at $x=0$, net donor density $N_D(x)$, permittivity $\varepsilon$ and depletion width $W$. Voltages $V$ are positive in reverse, and the total band bending is $\phi_s=V_d+V$, with $V_d$ the diffusion potential. The electrostatic potential obeys $\psi''=-\rho/\varepsilon$, with $\psi=\psi'=0$ at $x=W$ and $\psi(0)=-\phi_s$. Multiply by $x$ and integrate by parts:

$$\int_0^W x\psi''\,dx=\big[x\psi'\big]_0^W-\big[\psi\big]_0^W=\psi(0)\quad\Rightarrow\quad \phi_s=\frac1\varepsilon\int_0^W x\,\rho\,dx .$$

At fixed voltage the first moment of the charge is therefore fixed. Now let traps hold $n_T(x,t)$ electrons per volume more than in the rest state. Each cancels one positive charge, so the edge must move out by $\delta W$ to restore the moment. To first order in $n_T/N_D$,

$$N_D(W)\,W\,\delta W=\int_0^W x\,n_T\,dx .$$

The capacitance per area is read with a signal too fast for the traps, so $C=\varepsilon/W$ and $\delta C/C=-\delta W/W$:

$$\frac{\delta C}{C}=-\frac{1}{N_D(W)W^2}\int_0^W x\,n_T\,dx. \tag{1}$$

Depth enters as the weight $x$. With the sharp edge assumed here, an electron at the contact has no effect and one just inside the edge has the most. In reality free electrons screen a charge within a few Debye lengths of the edge, which lowers its weight there.

**Q.** That is still an integral over everything. What does one pulse add?

**A.** A limit of integration. The diode rests at $V_R$. A pulse lowers the reverse voltage to $V_P<V_R$ for a time $t_p$, electrons flow in, and traps deeper than some $x_P$ fill. Back at $V_R$ they emit at rate $e$. I read $C$ at times $t_1<t_2$ after the pulse and form

$$S=\frac{C(t_2)-C(t_1)}{C}.$$

If every filled trap emits as $n_T=N_Te^{-et}$, equation (1) gives

$$S=\frac{g}{N_D(W)W^2}\int_{x_P}^{x_R}xN_T\,dx,\qquad g=e^{-et_1}-e^{-et_2}. \tag{2}$$

The sign is positive because the capacitance recovers upward. The upper limit $x_R$ is the depth beyond which traps stay filled even at rest.

**Q.** I do not accept the "if". Near $x_R$ there are free electrons at rest. A trap there emits and recaptures, so its decay is not $e^{-et}$.

**A.** Correct. With capture coefficient $c$ and electron density $n$, the filled fraction $f$ obeys

$$\dot f=cn(1-f)-ef=-(e+cn)(f-f_\infty),\qquad f_\infty=\frac{n}{n+n_1},\quad n_1=\frac ec. \tag{3}$$

Near $x_R$ the relaxation rate $e+cn$ exceeds $e$, and (2) is wrong there. This is the reason for the second pulse. Choose $V_A<V_B<V_R$. Pulse A, the larger one, fills from $x_A$; pulse B fills from $x_B>x_A$. Traps well beyond $x_B$ are full after both pulses. To leading order they then see the same $n(x)$ at $V_R$, so by (3) they have the same history, whatever its shape. Their contributions cancel in the difference, to first order in $N_T/N_D$:

$$D=S_A-S_B=\frac{g}{N_D(W)W^2}\int_{x_A}^{x_B}xN_T\,dx. \tag{4}$$

Simple exponential emission is now needed in the window alone, where $cn\ll e$ if $x_B$ lies several edge widths inside $x_R$. If pulses A and B alternate, the traps that A filled there must also have emitted before B arrives, so the repetition period should be several times $1/e$: after $5/e$ a fraction $e^{-5}=0.7\,\%$ is still filled.

**Q.** Then tell me where $x_A$ and $x_B$ are. I would take the depletion widths during the pulses.

**A.** That puts them too deep. Free electrons do not stop at the depletion edge; their density falls off towards the contact, and a small density suffices to fill a trap. For a trap that starts empty, (3) gives after the pulse

$$f=\frac{n}{n+n_1}\left[1-e^{-c(n+n_1)t_p}\right].$$

**Q.** This is a smooth curve, and it depends on the pulse length. Where is the edge?

**A.** Replace the curve by a step with the same $\int f\,dx$; this suffices when $xN_T$ varies little across the rise. There the potential is nearly linear in $x$, so $n$ is exponential in $x$, and I can integrate over $s=\ln(n/n_1)$ instead. Put $u=e^s$, $a=et_p$, and let the step stand at $s_e$:

$$\int_{-\infty}^{\infty}\left[\frac{u}{1+u}\left(1-e^{-a(1+u)}\right)-\theta(s-s_e)\right]ds=0 .$$

Differentiate with respect to $a$. The factor $1+u$ cancels, $ds=du/u$, and the step contributes $+ds_e/da$:

$$\frac{ds_e}{da}=-\int_0^\infty e^{-a(1+u)}\,du=-\frac{e^{-a}}{a}.$$

This is the derivative of the exponential integral $E_1(a)=\int_a^\infty e^{-z}dz/z$, so $s_e=E_1(a)+\text{const}$. For $a\to\infty$ the curve becomes $u/(1+u)$, which is antisymmetric about the value $1/2$ at $s=0$. Hence $s_e\to0$, and since $E_1\to0$ the constant vanishes:

$$n_e=n_1\,e^{E_1(et_p)}. \tag{5}$$

A long pulse gives $n_e=n_1$, the steady-state crossing. For a short pulse $E_1(a)\approx-\gamma-\ln a$, with $\gamma$ Euler's constant, and $n_e=e^{-\gamma}/(ct_p)$. Capture alone then sets the edge.

**Q.** You have an electron density. I asked for a depth.

**A.** Let $\phi=-\psi$ be the local band bending and $U=kT/q$. For uniform doping and nondegenerate electrons, $n=N_De^{-\phi/U}$, so the edge lies at

$$\phi_e=U\ln\frac{N_D}{n_e}=U\left[\ln\frac{N_D}{n_1}-E_1(et_p)\right]. \tag{6}$$

Poisson's equation with free electrons, but without the dilute trap charge, is $\phi''=(qN_D/\varepsilon)(1-e^{-\phi/U})$. Multiply by $\phi'$ and integrate from the neutral bulk:

$$\tfrac12\phi'^2=\frac{qN_D}{\varepsilon}\left[\phi-U\left(1-e^{-\phi/U}\right)\right]\approx\frac{qN_D}{\varepsilon}(\phi-U),$$

where the last form needs $\phi\gg U$. The distance from the contact to the edge is

$$x_P=\int_{\phi_e}^{\phi_s}\frac{d\phi}{|\phi'|}=\sqrt{\frac{2\varepsilon}{qN_D}}\left(\sqrt{\phi_s-U}-\sqrt{\phi_e-U}\right)=W_P-\lambda, \tag{7}$$

$$W_P^2=\frac{2\varepsilon(V_d+V_P-U)}{qN_D},\qquad \lambda^2=\frac{2\varepsilon(\phi_e-U)}{qN_D}.$$

The first term is indeed the capacitance width. The contact field is $F_s=qN_DW_P/\varepsilon$, and differentiating $F_s^2=2qN_D(\phi_s-U)/\varepsilon$ gives $C=\varepsilon\,dF_s/d\phi_s=qN_D/F_s=\varepsilon/W_P$.

**Q.** So what is the profile?

**A.** Divide (4) by the moment of the window, $\int_{x_A}^{x_B}x\,dx=(x_B^2-x_A^2)/2$:

$$\boxed{\langle N_T\rangle=\frac{2N_D(W)W^2}{g\,(x_B^2-x_A^2)}\,D}\tag{8}$$

This is the mean trap density in the window, weighted by $x$. A staircase of pulse voltages gives a staircase of windows.

**Q.** Many diodes are not uniformly doped. Does the narrow-window limit survive?

**A.** Yes, in the depletion approximation. From (2), $dS/dx_P=-g\,x_PN_T(x_P)/[N_D(W)W^2]$; the troublesome region near $x_R$ does not depend on $x_P$ and drops out. I need $dx_P/dV_P$. The moment rule $\phi_s=(q/\varepsilon)\int_0^{W_P}xN_D\,dx$ gives

$$\frac{dW_P}{dV_P}=\frac{\varepsilon}{qW_PN_D(W_P)}.$$

The edge stays at fixed bending $\phi_e=(q/\varepsilon)\int_{x_P}^{W_P}(x-x_P)N_D\,dx$, if I neglect the logarithmic dependence of $\phi_e$ on doping. Its differential vanishes:

$$(W_P-x_P)N_D(W_P)\,dW_P-dx_P\int_{x_P}^{W_P}N_D\,dx=0 .$$

With $\bar N$ the mean doping between $x_P$ and $W_P$, this says $dx_P/dW_P=N_D(W_P)/\bar N$. The local value $N_D(W_P)$ cancels in the product, $dx_P/dV_P=\varepsilon/(qW_P\bar N)$, and

$$N_T(x_P)=\frac{q}{\varepsilon}\,\frac{W_P\,\bar N\,N_D(W)W^2}{g\,x_P}\left(-\frac{dS}{dV_P}\right). \tag{9}$$

The minus sign is there because a higher reverse voltage during the pulse fills fewer traps.

**Q.** How do you choose $g$? It depends on the temperature through $e$.

**A.** Work at its maximum, where a small error in $e$ has no first-order effect. Setting $dg/de=-t_1e^{-et_1}+t_2e^{-et_2}=0$ gives

$$e=\frac{\ln(t_2/t_1)}{t_2-t_1}.$$

For $t_1=10$ ms and $t_2=50$ ms this is $\ln5/(0.040\ \text{s})=40.2\ \text{s}^{-1}$, and $g=5^{-1/4}-5^{-5/4}=0.535$.

**Q.** Now numbers, please, and a case in which the answer is known.

**A.** Take silicon with $\varepsilon=11.7\,\varepsilon_0$, $N_D=10^{15}$ cm⁻³, $V_R=10$ V, a contact barrier of 0.80 V and $t_p=1$ ms. The trap lies 0.42 eV below the conduction band and has capture cross-section $\sigma=10^{-15}$ cm². Its density is a Gaussian of height $10^{13}$ cm⁻³, centred at 1.60 µm with standard deviation 0.30 µm, on a background of $2\times10^{12}$ cm⁻³.

I use $c=\sigma\sqrt{3kT/m}$ with $m=0.26\,m_e$, a density-of-states mass of $1.08\,m_e$ for $N_c$, and $n_1=N_ce^{-0.42\,\text{eV}/kT}$. Solving $cn_1=40.2\ \text{s}^{-1}$ numerically gives $T=213.6$ K. Then $U=18.41$ mV, $n_1=2.08\times10^9$ cm⁻³ and $V_d=0.621$ V.

The pulse is short on the emission scale: $et_p=0.040$ and $E_1=2.676$. Hence $\phi_e=0.2408-0.0493=0.1915$ V. With $2\varepsilon/(qN_D)=1.293$ µm²/V,

$$\lambda=\sqrt{1.293\times(0.1915-0.0184)}=0.473\ \text{µm}.$$

A long pulse would give 0.536 µm, so the pulse length moves the edge by 63 nm. The rest state is a steady state, so its crossing uses the long value: $x_R=3.703-0.536=3.167$ µm.

The "measured" $D$ comes from a simulation that does not use (4) to (9). It solves Poisson's equation with free electrons and trap charge on a 4 nm grid, steps (3) through pulse and recovery, and computes the small-signal capacitance with frozen traps. Each row below uses two neighbouring pulse voltages.

| $V_A$–$V_B$ (V) | $x_A$–$x_B$ (µm) | $10^6D$ | found | put in |
|---|---|---|---|---|
| 0.2–0.5 | 0.55–0.72 | 9.0 | 2.07 | 2.07 |
| 0.5–0.9 | 0.72–0.92 | 15.5 | 2.42 | 2.39 |
| 0.9–1.4 | 0.92–1.14 | 33.1 | 3.83 | 3.76 |
| 1.4–2.0 | 1.14–1.36 | 79.4 | 7.24 | 7.14 |
| 2.0–2.7 | 1.36–1.59 | 147.7 | 11.05 | 11.05 |
| 2.7–3.5 | 1.59–1.83 | 173.9 | 11.00 | 11.10 |
| 3.5–4.4 | 1.83–2.07 | 128.1 | 7.02 | 7.06 |
| 4.4–5.4 | 2.07–2.31 | 73.1 | 3.53 | 3.52 |
| 5.4–6.5 | 2.31–2.56 | 52.3 | 2.25 | 2.24 |
| 6.5–7.7 | 2.56–2.80 | 52.1 | 2.03 | 2.02 |

The last two columns are window means in $10^{12}$ cm⁻³. For the sixth row, with $W=3.704$ µm and $x_B^2-x_A^2=1.8301^2-1.5933^2=0.811$ µm²,

$$\langle N_T\rangle=\frac{2\times10^{15}\times3.704^2\times1.739\times10^{-4}}{0.535\times0.811}\ \text{cm}^{-3}=1.10\times10^{13}\ \text{cm}^{-3}.$$

**Q.** The fifth window comes out highest, but the sixth holds more traps.

**A.** Yes. The two true means differ by less than the error of the method, so their order is not resolved. The largest error in the table is 0.95 % of the Gaussian height; finer time steps move it to 0.98 %. About 0.55 % remains even for vanishing trap density, from the sharp-edge approximations. With ten times more traps and all else unchanged, it grows to 5.1 % of the new height (5.3 % with finer steps): the dilute limit is failing.

**Q.** And had I used your pulses but my depletion widths as edges?

**A.** Every window would move deeper by $\lambda$. The highest would be centred at 2.18 µm with $8.6\times10^{12}$ cm⁻³. The density drops because $x_B^2-x_A^2=(x_B-x_A)(x_B+x_A)$ grows with depth while $D$ stays the same.

**Q.** Does the cancellation near $x_R$ show?

**A.** Compare decay rates, found from the logarithm of the signal ratio between $t_1$ and $t_2$. The transient after the 7.7 V pulse alone, measured from the rest capacitance, gives 41.8 s⁻¹. It is too fast, as expected from $e+cn>e$. The difference between the 0.2 V and 7.7 V transients gives 40.25 s⁻¹ (40.24 s⁻¹ with finer time steps), against the trap's 40.24 s⁻¹.

**Q.** How narrow may a window be?

**A.** The filling edge has its own width. The field there is $qN_D\lambda/\varepsilon$, so $n$ changes by a factor $e$ over

$$w=\frac{U\varepsilon}{qN_D\lambda}=\frac{L_D^2}{\lambda},\qquad L_D^2=\frac{\varepsilon U}{qN_D}.$$

Here $L_D=109$ nm and $w=25$ nm. For a short pulse $f=1-e^{-z}$ with $z=cnt_p$, so $df/dz=e^{-z}$ and the mean of $z^p$ is $\Gamma(1+p)$. The variance of $\ln z$ is the second derivative of $\ln\Gamma(1+p)$ at $p=0$, which is $\pi^2/6$. The edge thus has standard deviation $\pi w/\sqrt6=32$ nm; the simulated edge at 2.0 V has 32.5 nm. For a long pulse $f=u/(1+u)$, the mean of $u^p$ is $\Gamma(1+p)\Gamma(1-p)$, the variance in units of $w^2$ doubles, and the deviation is $\pi w/\sqrt3$, with $w$ now taken at the larger long-pulse $\lambda$.

Noise sets the other limit. If each of the four readings in $D$ has independent noise of $10^{-6}C$, $D$ has noise $2\times10^{-6}$. By (8) this is $1.5\times10^{11}$ cm⁻³ in the fifth window, and it grows as the window narrows.

**Q.** Would a real diode behave like this?

**A.** The doping and the trap parameters are rough values for lightly doped, proton-irradiated silicon, where damage has a buried maximum. The Gaussian chosen here is a test profile, broader than the peak that protons of a single energy would leave at this depth. The largest field, 0.057 MV/cm, is well below silicon's breakdown field of very roughly 0.3 MV/cm, and donors 0.045 eV deep are 99.9 % ionized in the bulk. One assumption at risk is a field-independent $e$. In the fifth window the field is $F=0.034$ MV/cm. If the emptied trap is positively charged, the barrier along the field drops by $\sqrt{q^3F/(\pi\varepsilon)}=41$ meV, which multiplies $e$ by up to 9.4. For emission over the barrier that is an upper bound, since it holds only straight along the field; tunnelling through the lowered barrier, left out here, would add to the rate. If the lowering scales as $\sqrt{\cos\theta}$ at angle $\theta$ to that direction and vanishes in the backward half, the average over directions multiplies $e$ by about 3.0. At unchanged temperature $g$ would then fall from 0.535 to about 0.30, and (8) with the old $g$ would miss nearly half of the traps; at the upper bound $g$ would be only 0.02. One remedy is to find the temperature of maximum $D$ for each window and recompute $\lambda$ there. If the emptied trap is neutral, this attraction is absent. Phonon-assisted tunnelling, estimated by the factor $\exp[(qF)^2\tau^3/(3m\hbar)]$ with $\tau=\hbar/(2kT)$, raises $e$ by 2 % and changes $g$ by only 0.02 %. This leaves out a trap-specific time $\tau_1$, since in full $\tau=\hbar/(2kT)\pm\tau_1$, and $\tau$ enters cubed. Here $\hbar/(2kT)=1.8\times10^{-14}$ s; adding $10^{-14}$ s raises $e$ by 9 % and lowers $g$ by 0.3 %, while adding $4\times10^{-14}$ s multiplies $e$ by 2.2 and lowers $g$ by 25 %. The effect is negligible only if $\tau_1$ is small. Irradiation can also remove donors, in which case the measured $N_D(x)$ must be used, as in (9). That formula rests on the depletion approximation: for a 50 % dip in $N_D$ with the shape of the Gaussian above, its $dx_P/dV_P$ is off by up to 4 %.
